\section*{Polarizability of Hückel Chains with Equal and Alternating Bonds}

\section{Problem}

An open chain has $N$ sites, $N$ even, at positions $x_n=na$ along its axis. Each site carries one orbital, and the chain holds $N$ electrons that do not interact with each other. Neighbouring orbitals are coupled by the matrix elements $-t_1,-t_2,-t_1,\dots,-t_1$, with
\begin{equation}
t_1=t(1+\delta),\qquad t_2=t(1-\delta),\qquad 0\le\delta<1 ,
\end{equation}
so that both end bonds are strong. The spacing $a$ is kept uniform; the alternation enters through the couplings alone. Hartree atomic units are used. A static field $F$ along the axis adds the energy $+Fx$ for each electron, and $x$ is taken as diagonal in the site basis. The polarizability $\alpha$ is defined by $E(F)=E(0)-\tfrac12\alpha F^2$, apart from any term linear in $F$.

\begin{enumerate}
\item Estimate by scaling how $\alpha$ grows with length for $\delta=0$ and for $\delta>0$.
\item Find the leading law for long chains, with its prefactor, in both cases.
\item Find the length at which one law gives way to the other, and express it through the energy gap.
\item Evaluate the results for $t=0.1$ hartree, $a=2.5$ bohr, $\delta=0.1$.
\end{enumerate}

\section{First estimate by scaling}

Second-order perturbation theory gives $\alpha\sim(\text{transition length})^2/(\text{excitation energy})$, summed over the important transitions. For equal bonds the infinite chain has the band $-2t\cos ka$, half filled up to $ka=\pi/2$, where its slope is $v=2ta$. In a chain of length $L$ the levels near the Fermi energy are spaced by about $v/L$, and their orbitals extend over the whole chain. A few transitions of length $\sim L$ then give
\begin{equation}
\alpha\sim\frac{L^2}{v/L}=\frac{L^3}{v}\qquad(\delta=0).
\end{equation}

Alternation opens a gap $E_g$. Together with $v$ it defines a length $\xi\sim v/E_g$. If the response is local on this scale, a long chain acts as $L/\xi$ pieces, each contributing $\xi^3/v$:
\begin{equation}
\alpha\sim\frac{L}{\xi}\,\frac{\xi^3}{v}=\frac{L\xi^2}{v}\qquad(L\gg\xi).
\end{equation}
The two estimates meet at $L\sim\xi$. The locality and the numerical factors remain to be found.

\section{Solution}

\subsection{Sum over states}

Let $i$ label doubly occupied orbitals and $b$ empty ones. In second order, terms between two occupied orbitals cancel in pairs, because their denominators have opposite signs. With two electrons per orbital,
\begin{equation}
-\tfrac12\alpha F^2=2\sum_{i,b}\frac{F^2|x_{ib}|^2}{\varepsilon_i-\varepsilon_b}
\quad\Rightarrow\quad
\alpha=4\sum_{i,b}\frac{|x_{ib}|^2}{\varepsilon_b-\varepsilon_i}.
\label{sos}
\end{equation}

\subsection{Equal bonds}

Put $M=N+1$. The orbitals and energies are
\begin{equation}
\psi_k(n)=\sqrt{\tfrac2M}\,\sin\frac{k\pi n}{M},\qquad
\varepsilon_k=-2t\cos\frac{k\pi}{M},\qquad k=1,\dots,N,
\end{equation}
since $\sin\vartheta(n+1)+\sin\vartheta(n-1)=2\cos\vartheta\,\sin\vartheta n$ and $\psi_k$ vanishes at $n=0$ and $n=M$. The product of two sines gives
\begin{equation}
x_{kl}=\frac aM\,[S(k-l)-S(k+l)],\qquad S(p)=\sum_{n=1}^{M-1}n\cos\frac{p\pi n}{M}.
\end{equation}
With $z=e^{ip\pi/M}$, differentiating the geometric sum yields
\begin{equation}
\sum_{n=0}^{M-1}nz^n=z\frac{d}{dz}\frac{1-z^M}{1-z}
=-\frac{Mz^M}{1-z}+\frac{z(1-z^M)}{(1-z)^2}.
\end{equation}
For even $p\neq0$, $z^M=1$ and $\mathrm{Re}\,(1-z)^{-1}=\frac12$, so $S=-M/2$ for both arguments and $x_{kl}=0$. For odd $p$, $z^M=-1$; using $z/(1-z)^2=-1/[4\sin^2(p\pi/2M)]$,
\begin{equation}
S(p)=\frac M2-\frac{1}{2\sin^2(p\pi/2M)} .
\end{equation}
Hence, for $k-l$ odd,
\begin{equation}
x_{kl}=\frac{a}{2M}\left[\frac1{\sin^2\frac{(k+l)\pi}{2M}}-\frac1{\sin^2\frac{(k-l)\pi}{2M}}\right].
\end{equation}

Take $k\le N/2<l$ and $q=l-k$. For fixed odd $q$ and large $M$, $k+l\approx M$, so the first term in the bracket is about 1 and negligible beside the second:
\begin{equation}
|x_{kl}|\approx\frac{2aM}{\pi^2q^2},\qquad
\varepsilon_l-\varepsilon_k=4t\sin\frac{(k+l)\pi}{2M}\sin\frac{q\pi}{2M}\approx\frac{2\pi tq}{M}.
\end{equation}
There are $q$ such pairs, $k=N/2-q+1,\dots,N/2$. For $q\le M/2$ their total contribution is bounded by a constant times $a^2M^3/(tq^4)$. The pairs with $q>M/2$ number at most of order $M^2$, with $|x_{kl}|$ of order $a/M$ and energies of order $t$, so they add a term of order $a^2/t$. The limit may therefore be taken term by term:
\begin{align}
\alpha&\approx4\sum_{q\ \mathrm{odd}}q\,\frac{4a^2M^2}{\pi^4q^4}\,\frac{M}{2\pi tq}
=\frac{8a^2M^3}{\pi^5t}\sum_{q\ \mathrm{odd}}\frac1{q^4}\nonumber\\
&=\frac{8a^2M^3}{\pi^5t}\,\frac{\pi^4}{96}
=\frac{a^2(N+1)^3}{12\pi t}.
\label{cubic}
\end{align}
The sum follows from $(1-2^{-4})\sum_{q\ge1}q^{-4}=\frac{15}{16}\frac{\pi^4}{90}$. With $L=(N+1)a$ the law reads $\alpha\approx L^3/(6\pi v)$.

\subsection{Alternating bonds: bands and locality}

In the infinite chain let $A$ be the site to the left of a strong bond and $B$ the site to its right. For amplitudes $u_Ae^{ikx}$ and $u_Be^{ikx}$,
\begin{equation}
Eu_A=-fu_B,\quad Eu_B=-f^*u_A,\quad
f=t_1e^{ika}+t_2e^{-ika}=2t(\cos ka+i\delta\sin ka).
\end{equation}
Thus $E=\pm|f|=\pm2t\sqrt D$ with $D=\cos^2ka+\delta^2\sin^2ka$. The minimum $D=\delta^2$ at $ka=\pi/2$ gives the gap
\begin{equation}
E_g=4t\delta .
\end{equation}

To see where the response of a finite chain comes from, write (\ref{sos}), with real orbitals, as
\begin{equation}
\alpha=\sum_{mn}x_m\chi_{mn}x_n,\qquad
\chi_{mn}=4\sum_{i,b}\frac{\psi_i(m)\psi_b(m)\psi_i(n)\psi_b(n)}{\varepsilon_b-\varepsilon_i}.
\end{equation}
Orthogonality of $\psi_i$ and $\psi_b$ gives $\sum_n\chi_{mn}=0$. The squares in $(x_m-x_n)^2$ therefore drop out of the double sum, and
\begin{equation}
\alpha=-\tfrac12\sum_{mn}(x_m-x_n)^2\chi_{mn}.
\label{distance}
\end{equation}

The range of $\chi$ follows from $G_{mn}(i\omega)=\sum_p\psi_p(m)\psi_p(n)/(i\omega-\varepsilon_p)$, with zero energy at midgap. In $\int d\omega\,G_{mn}^2$, two levels on the same side of the gap give zero, because the contour can be closed around no pole. Levels on opposite sides give $-2\pi/(\varepsilon_b-\varepsilon_i)$, and each such pair occurs twice. Hence
\begin{equation}
\chi_{mn}=-\frac1\pi\int_{-\infty}^{\infty}G_{mn}(i\omega)^2\,d\omega .
\end{equation}
In the bulk, the decay of $G$ is set by the complex $k$ at which $(i\omega)^2=|f|^2$, with $|f|^2$ continued as $4t^2D$. Setting $ka=\pi/2+i\kappa$ gives $\cos^2ka=-\sinh^2\kappa$ and $\sin^2ka=\cosh^2\kappa$, so
\begin{equation}
\omega^2=4t^2(\sinh^2\kappa-\delta^2\cosh^2\kappa).
\end{equation}
The slowest decay is at $\omega=0$, where $\tanh\kappa=\delta$. Apart from a power of the distance, $\chi$ falls as $e^{-2\kappa r}$ over $r$ sites. For small $\delta$ its decay length is $a/(2\delta)$.

Each site far from the ends thus contributes a fixed amount to (\ref{distance}), and $\alpha$ becomes linear in $N$. This needs the ends to carry no state in the gap. Number the cells from the left end, $j=1,2,\dots$, with $B_0=0$. A decaying gap state would have $B_j=c\lambda^j$ with one decaying root $\lambda$, because eliminating $A$ leaves a recurrence with roots $\lambda$ and $1/\lambda$. Then $B_0=0$ forces $c=0$, and so $E=0$. The remaining condition $t_1A_j+t_2A_{j+1}=0$ gives $|A_{j+1}/A_j|=t_1/t_2>1$, which grows. Strong end bonds therefore exclude an end state; weak ones would allow it.

\subsection{Alternating bonds: the slope}

The contribution of one bulk cell to (\ref{distance}) is the $q^2$ coefficient of $\sum_{m\in\mathrm{cell}}\sum_n\chi_{mn}e^{-iq(x_m-x_n)}$: the zeroth-order term vanishes by the sum rule, and the linear term by the symmetry of $\chi$ and translation. Here $q$ is a wave number. In Bloch states this sum is
\begin{equation}
4\left\langle\frac{|\langle u_-(k)|u_+(k+q)\rangle|^2}{\varepsilon_+(k+q)-\varepsilon_-(k)}\right\rangle_k ,
\end{equation}
where the average runs over $k$, one value per cell. With $f=|f|e^{i\theta}$ the band vectors are $u_\mp=(e^{i\theta},\pm1)/\sqrt2$, so
\begin{equation}
\langle u_-(k)|u_+(k+q)\rangle=\tfrac12\left[e^{i\theta(k+q)-i\theta(k)}-1\right]\approx\tfrac i2q\,\theta'(k).
\end{equation}
Differentiating $\tan\theta=\delta\tan ka$ gives
\begin{equation}
\theta'=\frac{a\delta\sec^2ka}{1+\delta^2\tan^2ka}=\frac{a\delta}{D}.
\end{equation}
The denominator tends to $4t\sqrt D$, and therefore
\begin{equation}
\alpha_{\rm cell}=4\left\langle\frac{a^2\delta^2}{4D^2}\,\frac1{4t\sqrt D}\right\rangle
=\frac{a^2\delta^2}{4t}\,\frac2\pi J_5,\qquad
J_s=\int_0^{\pi/2}D^{-s/2}\,dy,
\end{equation}
with $y=ka$. Put $m=1-\delta^2$, so that $D=1-m\sin^2y$. Expressing $\sin^2y$ and $\cos^2y$ through $D$,
\begin{align}
m\frac{d}{dy}\frac{\sin y\cos y}{D^p}={}&(2-2p)D^{1-p}+(2p-1)(1+\delta^2)D^{-p}\nonumber\\
&-2p\delta^2D^{-p-1}.
\end{align}
The left side integrates to zero. With the complete elliptic integrals $\mathcal E(m)=J_{-1}$ and $\mathcal K(m)=J_1$, $p=\frac12$ gives $J_3=\mathcal E/\delta^2$, and $p=\frac32$ gives $3\delta^2J_5=2(1+\delta^2)J_3-J_1$. Hence
\begin{equation}
\alpha_{\rm cell}=\frac{a^2}{6\pi t\delta^2}\left[2(1+\delta^2)\mathcal E(m)-\delta^2\mathcal K(m)\right]
\;\xrightarrow{\delta\to0}\;\frac{a^2}{3\pi t\delta^2},
\label{cell}
\end{equation}
because $\mathcal E\to1$ while $\mathcal K$ grows only logarithmically. As $\delta\to1$, $\mathcal E=\mathcal K=\pi/2$ and $\alpha_{\rm cell}=a^2/(4t)$. This is the value for an isolated pair with transition length $a/2$ and excitation energy $4t$.

\subsection{The crossover length}

Near midgap write $\psi_{2j-1}=(-1)^jA$ and $\psi_{2j}=(-1)^jB$ with smooth $A(x)$, $B(x)$. To first order in $a$,
\begin{align}
EA&=-t_1B(x+a)+t_2B(x-a)\approx-\tfrac12E_gB-vB',\\
EB&=-t_1A(x-a)+t_2A(x+a)\approx-\tfrac12E_gA+vA',
\end{align}
with $B(0)=A(L)=0$. In the variable $x/L$, and with energies in units of $v/L$, one parameter remains:
\begin{equation}
\frac{E_gL}{2v}=\frac L\xi,\qquad \xi=\frac{2v}{E_g}=\frac a\delta .
\end{equation}
Transition lengths scale as $L$ and energies as $v/L$, so for $L,\xi\gg a$
\begin{equation}
\alpha=\frac{L^3}{v}\,\phi(L/\xi).
\end{equation}
Equation (\ref{cubic}) fixes $\phi(0)=1/(6\pi)$. For $L\gg\xi$, (\ref{cell}) gives
\begin{equation}
\alpha\approx\frac{L}{2a}\,\frac{a^2}{3\pi t\delta^2}=\frac{aL}{6\pi t\delta^2}=\frac{L\xi^2}{3\pi v},
\end{equation}
since $\xi^2/v=a/(2t\delta^2)$. The two laws are equal when $L^2=2\xi^2$:
\begin{equation}
L_*=\sqrt2\,\xi=\frac{2\sqrt2\,v}{E_g}.
\end{equation}
This crossing of the two limiting laws sets the scale of the change; the change itself is gradual, as the numbers below show.

\section{Comparison of estimate and solution}

The estimate gives the right powers of $L$, $\xi$ and $v$. The solution supplies the factors $1/(6\pi)$ and $1/(3\pi)$ and the crossing at $\sqrt2\,\xi$.

For the given parameters $v=2(0.1)(2.5)=0.5$ and $E_g=4(0.1)(0.1)=0.04$ hartree (1.09 eV). Hence $\xi=2(0.5)/0.04=25$ bohr and $L_*=35.4$ bohr (1.87 nm), or 14.1 spacings. The small-$\delta$ slope is $6.25/(3\pi\cdot0.1\cdot0.01)=663$ bohr$^3$ per cell; the full expression (\ref{cell}) gives 668 bohr$^3$ (99.0 \AA$^3$). Direct evaluation of (\ref{sos}) gives, in bohr$^3$:

\begin{center}
\begin{tabular}{rrrr}
$N$ & $\alpha$, $\delta=0$ & $\alpha$, $\delta=0.1$ & $\alpha/(\frac N2\alpha_{\rm cell})$\\
\hline
8 & 1160 & 601 & 0.225\\
16 & 8050 & 2383 & 0.446\\
32 & 59390 & 7344 & 0.687\\
64 & 454900 & 18000 & 0.842\\
128 & 3558000 & 39390 & 0.921\\
256 & 28140000 & 82150 & 0.960
\end{tabular}
\end{center}
The last column refers to $\delta=0.1$. From $N=128$ to 256 the growth exponent $\log_2[\alpha(2N)/\alpha(N)]$ is 2.98 for equal bonds and 1.06 for alternating bonds. The first agrees with $3\log_2(257/129)=2.98$, as a cubic law in $N+1$ requires.

At $L=L_*$ the computed $\phi$ is 0.0185, against $\phi(0)=0.0531$: the true $\alpha$ is about 35\% of the common value of the two laws. The increment per added cell first reaches 90\% of its bulk value at $L/\xi=2.15$, 2.15 and 2.14 for $\delta=0.025$, 0.05 and 0.1, so this length also follows the inverse gap. Here the increment from $N-2$ to $N$ sites is assigned to $L=Na$, the mean of the two lengths $(N-1)a$ and $(N+1)a$, and successive increments are interpolated linearly. The total $\alpha$ approaches the linear law more slowly. Its relative shortfall roughly halves with each doubling from $N=64$, as expected when the ends remove a fixed amount.

The end condition matters. For $N=40$ and $|\delta|=0.2$, strong end bonds give $\alpha=3040$ bohr$^3$. Weak end bonds give $2.0\times10^8$ bohr$^3$, because two end states are split by only $4.0\times10^{-5}$ hartree. This large value holds only while $F$ times the end-to-end transition length is small beside the splitting. For equal bonds the analogous condition $FL\ll v/L$ is sufficient but not necessary. With $x$ measured from the centre, the field shifts the local electron density by $-2Fx/(\pi v)$, where $2/(\pi v)$ is the density of states per length at the Fermi energy. The induced dipole is then $\frac{2F}{\pi v}\frac{L^3}{12}=FL^3/(6\pi v)$, the cubic law again. This remains linear until the density of states itself changes, so the condition is $FL\ll t$, a range that shrinks as $L^{-1}$. All these laws belong to the model without electron interaction, whose induced fields would alter the response.

The numerical check tests the sum over states against finite-field dipoles, and the cubic law, bulk slope, decay rate and scaling against direct diagonalization.

\section*{Values computed for the example and the checks}
\begin{verbatim}
t = 0.1 hartree, a = 2.5 bohr, delta = 0.1
t1, t2 = 0.110, 0.090 hartree
bulk gap = 0.0400 hartree = 1.088 eV
gap of 400-site chain = 0.04012 hartree
velocity v = 0.500 a.u.
xi = 25.00 bohr; 2v/gap = 25.00 bohr
crossover sqrt(2) xi = 35.36 bohr = 1.871 nm
crossover in spacings = 14.14
bulk alpha per cell = 668.24 bohr^3 = 99.02 angstrom^3
small-delta alpha per cell = 663.15 bohr^3
N, alpha equal, alpha alternating (bohr^3), equal/cubic law, alternating/bulk linear law
   2          31.25        28.41   0.6981   0.0425
   4         181.68       131.80   0.8767   0.0986
   8        1159.71       600.99   0.9596   0.2248
  16        8050.49      2382.93   0.9884   0.4458
  32       59393.31      7344.19   0.9969   0.6869
  64      454924.43     18004.04   0.9992   0.8420
 128     3558189.90     39387.45   0.9998   0.9210
 256    28140114.08     82154.52   0.9999   0.9605
doubling N -> 2N: exponent equal, exponent alternating
   2 ->    4: 2.539 2.214
   4 ->    8: 2.674 2.189
   8 ->   16: 2.795 1.987
  16 ->   32: 2.883 1.624
  32 ->   64: 2.937 1.294
  64 ->  128: 2.967 1.129
 128 ->  256: 2.983 1.061
equal bonds, N = 400: alpha/cubic law = 0.999979
L/xi, alpha v/L^3 for N = 100 and N = 400 (dimensionless)
0.5000 0.035578 0.035583
1.4142 0.018471 0.018468
4.0000 0.004792 0.004786
limit L/xi -> 0: 1/(6 pi) = 0.053052
L/xi = 40: alpha/(L xi^2/(3 pi v)) = 0.9733
delta, length/a at 90% of bulk increment, length/xi
0.025 85.99 2.150
0.050 42.98 2.149
0.100 21.44 2.144
response decay per site, delta = 0.2: numerical 0.4053, 2 artanh(delta) 0.4055
N = 40, |delta| = 0.2, strong ends: alpha = 3040.29 bohr^3
same, weak ends: alpha = 1.9978e+08 bohr^3, end-state splitting = 4.010e-05 hartree
same N, equal bonds: alpha = 114030.99 bohr^3
\end{verbatim}
